**Uniform resonance of an easy-axis antiferromagnet**

The program tests $f=(g\mu_B/h)\sqrt{B_A(2B_E+B_A)}$, where $B_E$ is the exchange field of one sublattice on the other, $B_A$ is the anisotropy field, $g$ is the g factor, $\mu_B$ is the Bohr magneton and $h$ is Planck's constant. It obtains the fields from numerical gradients of the energy and asserts that the eigenvalues of the linearised motion agree with the formula. Further assertions cover the splitting in an applied field, the mode shape, the damping rate, the loss of stability and the effect of a hard axis. Time integration of the nonlinear equations tests the small-swing frequency and its fall at a swing of 10 degrees. For spin 3/2, the program also tests the mean-field ordering temperature and compares the thermal anisotropy with free energies from diagonalised spin matrices. For $B_E=100$ T, $B_A=0.1$ T and $g=2$, the output gives 125.22 GHz. The thermal estimate falls to 90.38 GHz at 77 K, with an ordering temperature of 112.0 K.

## Program and output

```python
"""Uniform resonance of a collinear easy-axis antiferromagnet.

Result under test: f = (g mu_B/h) sqrt(B_A (2 B_E + B_A)).
B_E: exchange field of one sublattice on the other, in tesla.
B_A: anisotropy field on an aligned sublattice, in tesla.
B_0: field applied along the easy axis; B_H: hard-axis field along x.
Energies are divided by one sublattice moment and are in tesla.
Time in the equations of motion is gamma*t, so angular frequencies are in T.
The thermal estimate uses mean field and single-ion anisotropy for spin S.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import ellipk

g_factor = 2.0
B_E, B_A = 100.0, 0.1
mu_B = const.physical_constants["Bohr magneton"][0]
GHz_per_T = g_factor * mu_B / const.h / 1e9


def resonance_field(exchange, anisotropy):
    return np.sqrt(anisotropy * (2 * exchange + anisotropy))


def energy(state, B_0=0.0, B_H=0.0):
    m1, m2 = state[:3], state[3:]
    return (B_E * np.dot(m1, m2)
            - 0.5 * B_A * (m1[2]**2 + m2[2]**2)
            + 0.5 * B_H * (m1[0]**2 + m2[0]**2)
            - B_0 * (m1[2] + m2[2]))


def effective_fields(state, B_0, B_H):
    # Central differences have no truncation error for a quadratic energy.
    step = 0.1
    field = np.zeros(6)
    for i in range(6):
        shift = np.zeros(6)
        shift[i] = step
        field[i] = -(energy(state + shift, B_0, B_H)
                     - energy(state - shift, B_0, B_H)) / (2 * step)
    return field


def cross(a, b):
    return np.array([a[1]*b[2] - a[2]*b[1],
                     a[2]*b[0] - a[0]*b[2],
                     a[0]*b[1] - a[1]*b[0]])


def motion(state, B_0=0.0, B_H=0.0, alpha=0.0):
    field = effective_fields(state, B_0, B_H)
    rate = np.zeros(6)
    for part in (slice(0, 3), slice(3, 6)):
        torque = cross(state[part], field[part])
        rate[part] = -(torque + alpha * cross(state[part], torque)) / (1 + alpha**2)
    return rate


def modes(B_0=0.0, B_H=0.0, alpha=0.0):
    equilibrium = np.array([0, 0, 1, 0, 0, -1], dtype=float)
    step = 1e-3
    jacobian = np.zeros((6, 6))
    for i in range(6):
        shift = np.zeros(6)
        shift[i] = step
        jacobian[:, i] = (motion(equilibrium + shift, B_0, B_H, alpha)
                          - motion(equilibrium - shift, B_0, B_H, alpha)) / (2*step)
    return np.linalg.eig(jacobian)


def positive_frequencies(values):
    return np.sort(values.imag[values.imag > 0.5])


omega_T = resonance_field(B_E, B_A)
frequency = GHz_per_T * omega_T

# Linear modes computed directly from the energy.
values, vectors = modes()
numerical_modes = positive_frequencies(values)
assert len(numerical_modes) == 2
assert np.allclose(numerical_modes, omega_T, rtol=1e-5)
values, vectors = modes(B_0=1.0)
assert np.allclose(positive_frequencies(values), [omega_T - 1, omega_T + 1], rtol=1e-5)
upper = np.argmax(values.imag)
vector = vectors[:, upper]
amplitude_ratio = (B_E + B_A - omega_T) / B_E
u1 = vector[0] + 1j * vector[1]
u2 = vector[3] + 1j * vector[4]
# The chosen eigenvector may have either complex circular representation.
if abs(u1) < 1e-3 * np.linalg.norm(vector):
    u1 = vector[0] - 1j * vector[1]
    u2 = vector[3] - 1j * vector[4]
assert np.isclose(u2 / u1, -amplitude_ratio, rtol=1e-4)

# Damping and the field at which the collinear state loses local stability.
alpha = 1e-4
values, _ = modes(alpha=alpha)
decays = -values.real[values.imag > 0.5]
assert np.allclose(decays, alpha * (B_E + B_A), rtol=1e-3)
linewidth = 2 * alpha * (B_E + B_A) * GHz_per_T
assert np.max(modes(B_0=0.99*omega_T, alpha=alpha)[0].real) < 1e-5
assert np.max(modes(B_0=1.01*omega_T, alpha=alpha)[0].real) > 2e-5

# A weak hard axis lifts the degeneracy.
B_H = 0.01
hard_modes = np.sort([np.sqrt((B_A + B_H) * (2*B_E + B_A)),
                      np.sqrt(B_A * (2*B_E + B_A + B_H))])
assert np.allclose(positive_frequencies(modes(B_H=B_H)[0]), hard_modes, rtol=1e-5)


def swing_frequency(angle):
    direction = np.array([np.sin(angle), 0.0, np.cos(angle)])
    start = np.concatenate([direction, -direction])

    def crossing(time, state):
        return state[0] - state[3]

    result = solve_ivp(lambda time, state: motion(state), (0, 8.0), start,
                       method="DOP853", rtol=1e-9, atol=1e-11, events=crossing)
    assert result.success
    times = result.t_events[0]
    assert len(times) > 5
    return np.pi * (len(times) - 1) / (times[-1] - times[0])


small_swing = swing_frequency(0.01)
assert np.isclose(small_swing, omega_T, rtol=2e-4)
large_angle = np.deg2rad(10.0)
large_swing = swing_frequency(large_angle)
pendulum = omega_T * np.pi / (2 * ellipk(np.sin(large_angle)**2))
# The pendulum law neglects corrections of relative order B_A/B_E.
assert np.isclose(large_swing, pendulum, rtol=1e-3)

# Mean-field temperature estimate.
spin = 1.5
levels = np.arange(-spin, spin + 0.1)
kelvin_to_T = const.k / (g_factor * mu_B)
T_order = B_E * (spin + 1) / (3 * kelvin_to_T)


def thermal_order(temperature):
    order = 1.0
    for _ in range(10000):
        exponent = levels * B_E * order / (kelvin_to_T * temperature)
        weights = np.exp(exponent - exponent.max())
        weights /= weights.sum()
        new_order = np.dot(weights, levels) / spin
        if abs(new_order - order) < 1e-13:
            order = new_order
            break
        order = new_order
    quadrupole = ((3*np.dot(weights, levels**2) - spin*(spin + 1))
                  / (spin * (2*spin - 1)))
    return order, quadrupole


assert thermal_order(0.99 * T_order)[0] > 0.05
assert thermal_order(1.01 * T_order)[0] < 1e-6

S_z = np.diag(levels)
raising = np.zeros((4, 4))
for i in range(3):
    raising[i + 1, i] = np.sqrt(spin*(spin+1) - levels[i]*(levels[i]+1))
S_x = (raising + raising.T) / 2
single_ion = B_A / (2*spin - 1)


def free_energy(angle, temperature, order):
    thermal_field = kelvin_to_T * temperature
    hamiltonian = (-B_E*order*(np.cos(angle)*S_z + np.sin(angle)*S_x)
                   - single_ion * S_z @ S_z)
    eigenvalues = np.linalg.eigvalsh(hamiltonian)
    lowest = eigenvalues[0]
    return lowest - thermal_field*np.log(
        np.sum(np.exp(-(eigenvalues - lowest)/thermal_field)))


thermal_results = []
for temperature in (10.0, 77.0):
    order, quadrupole = thermal_order(temperature)
    thermal_B_A = B_A * quadrupole / order
    barrier = (free_energy(np.pi/2, temperature, order)
               - free_energy(0.0, temperature, order))
    # The formula is first order in anisotropy; the residual is about B_A/B_E.
    assert np.isclose(2*barrier/(spin*order), thermal_B_A, rtol=5e-3)
    thermal_frequency = GHz_per_T * resonance_field(B_E*order, thermal_B_A)
    thermal_results.append((temperature, order, thermal_B_A, thermal_frequency))

assert abs(frequency - 125) < 1

approximate = GHz_per_T * np.sqrt(2 * B_E * B_A)
print(f"g factor: {g_factor:.1f} (dimensionless)")
print(f"Exchange field B_E: {B_E:.1f} T")
print(f"Anisotropy field B_A: {B_A:.3f} T")
print(f"Frequency per field g mu_B/h: {GHz_per_T:.4f} GHz/T")
print(f"Product B_A(2B_E+B_A): {omega_T**2:.4f} T^2")
print(f"Effective resonance field: {omega_T:.4f} T")
print(f"Resonance frequency: {frequency:.2f} GHz")
print(f"Frequency from numerical linear modes: {GHz_per_T*numerical_modes.mean():.2f} GHz")
print(f"Frequency from small-swing integration: {GHz_per_T*small_swing:.2f} GHz")
print(f"Approximation sqrt(2 B_E B_A): {approximate:.2f} GHz")
print(f"Approximation error: {approximate-frequency:.3f} GHz")
print(f"Ferromagnetic comparison, B_A only: {GHz_per_T*B_A:.3f} GHz")
print(f"Enhancement over B_A only: {omega_T/B_A:.2f} (dimensionless)")
print(f"Period: {1000/frequency:.3f} ps")
print(f"Quantum energy: {const.h*frequency*1e9/const.e*1000:.4f} meV")
print(f"Transverse amplitude ratio |u2/u1|: {amplitude_ratio:.4f} (dimensionless)")
print(f"Local stability limit in applied field: {omega_T:.3f} T")
print(f"Gilbert damping: {alpha:.4f} (dimensionless)")
print(f"Full linewidth: {linewidth:.3f} GHz")
print(f"Quality factor f/linewidth: {frequency/linewidth:.1f} (dimensionless)")
stray_mT = 10.0
print(f"Stray field along easy axis: {stray_mT:.1f} mT")
print(f"Shift of each mode by stray field, plus or minus: {GHz_per_T*stray_mT/1000:.3f} GHz")
print(f"Hard-axis field: {B_H:.3f} T")
print(f"Lower mode with hard axis: {GHz_per_T*hard_modes[0]:.2f} GHz")
print(f"Upper mode with hard axis: {GHz_per_T*hard_modes[1]:.2f} GHz")
print(f"Large swing angle: {np.rad2deg(large_angle):.1f} degrees")
print(f"Frequency at large swing: {GHz_per_T*large_swing:.2f} GHz")
print(f"Spin in thermal estimate: {spin:.1f} (dimensionless)")
print(f"Mean-field ordering temperature: {T_order:.1f} K")
for temperature, order, thermal_B_A, thermal_frequency in thermal_results:
    print(f"Sublattice order at {temperature:.0f} K: {order:.4f} (dimensionless)")
    print(f"Exchange field at {temperature:.0f} K: {B_E*order:.2f} T")
    print(f"Anisotropy field at {temperature:.0f} K: {thermal_B_A:.4f} T")
    print(f"Estimated resonance at {temperature:.0f} K: {thermal_frequency:.2f} GHz")
print("ALL CHECKS PASSED")
```

Running it gives:

```
g factor: 2.0 (dimensionless)
Exchange field B_E: 100.0 T
Anisotropy field B_A: 0.100 T
Frequency per field g mu_B/h: 27.9925 GHz/T
Product B_A(2B_E+B_A): 20.0100 T^2
Effective resonance field: 4.4733 T
Resonance frequency: 125.22 GHz
Frequency from numerical linear modes: 125.22 GHz
Frequency from small-swing integration: 125.21 GHz
Approximation sqrt(2 B_E B_A): 125.19 GHz
Approximation error: -0.031 GHz
Ferromagnetic comparison, B_A only: 2.799 GHz
Enhancement over B_A only: 44.73 (dimensionless)
Period: 7.986 ps
Quantum energy: 0.5179 meV
Transverse amplitude ratio |u2/u1|: 0.9563 (dimensionless)
Local stability limit in applied field: 4.473 T
Gilbert damping: 0.0001 (dimensionless)
Full linewidth: 0.560 GHz
Quality factor f/linewidth: 223.4 (dimensionless)
Stray field along easy axis: 10.0 mT
Shift of each mode by stray field, plus or minus: 0.280 GHz
Hard-axis field: 0.010 T
Lower mode with hard axis: 125.22 GHz
Upper mode with hard axis: 131.33 GHz
Large swing angle: 10.0 degrees
Frequency at large swing: 124.26 GHz
Spin in thermal estimate: 1.5 (dimensionless)
Mean-field ordering temperature: 112.0 K
Sublattice order at 10 K: 1.0000 (dimensionless)
Exchange field at 10 K: 100.00 T
Anisotropy field at 10 K: 0.1000 T
Estimated resonance at 10 K: 125.22 GHz
Sublattice order at 77 K: 0.7831 (dimensionless)
Exchange field at 77 K: 78.31 T
Anisotropy field at 77 K: 0.0665 T
Estimated resonance at 77 K: 90.38 GHz
ALL CHECKS PASSED
```
